# Maxwellian electrons from elastic collisions in a high-frequency field

A microwave field drives the free electrons of a weakly ionized gas back and forth. Between collisions an electron takes energy from the field and gives it back within each cycle; a collision interrupts this exchange and leaves a net gain on average. The same collisions let the electron lose a little energy to the recoil of the atoms. How often they occur depends on the electron's speed, differently for each kind of atom, so one might expect the energy distribution to carry the mark of that dependence. In a steady field it does. In a field oscillating much faster than the electrons collide, it does not.

Let the electrons have charge $-e$ and mass $m$, and let the atoms have mass $M\gg m$ and temperature $T$. The gas is uniform and unmagnetized, and the field is $E(t)=E_0\cos\omega t$ along $z$, in Gaussian units. Collisions with atoms are elastic. Electron-electron collisions, ionization and losses to walls are left out, so a Maxwellian cannot arise from electrons exchanging energy among themselves. The momentum-transfer collision frequency is

$$\nu(v)=Nv\int(1-\cos\chi)\,d\sigma ,$$

where $N$ is the atom density, $\chi$ the scattering angle and $d\sigma$ the differential cross section. It may depend on $v$ in any way, provided that it is positive.

The distribution obeys

$$\frac{\partial f}{\partial t}-\frac{eE}{m}\frac{\partial f}{\partial v_z}=C[f].$$

Since light electrons are deflected easily but lose energy slowly, $f$ is nearly isotropic. Write $f=f_0(v,t)+f_1(v,t)\cos\theta$, with $\theta$ the angle between $\mathbf v$ and $z$. Then, with primes for $\partial/\partial v$,

$$\frac{\partial f}{\partial v_z}=f_0'\cos\theta+f_1'\cos^2\theta+\frac{f_1}{v}\sin^2\theta .$$

The averages of $\cos^2\theta$ and $\sin^2\theta$ over directions are $1/3$ and $2/3$. The isotropic part of this expression is therefore $f_1'/3+2f_1/(3v)=(v^2f_1)'/(3v^2)$, and its $\cos\theta$ part is $f_0'$. The remaining part feeds a second harmonic, which is neglected here. A collision with a heavy atom turns the mean direction of motion into $\cos\chi$ times the old one, so $f_1$ decays at the rate $\nu$. Hence

$$\frac{\partial f_0}{\partial t}=\frac{eE}{3mv^2}(v^2f_1)'+C_0,\qquad
\frac{\partial f_1}{\partial t}+\nu f_1=\frac{eE}{m}f_0'. \tag{1}$$

Let $f_0$ change little during a cycle. After a transient $e^{-\nu t}$, the second equation has a solution $f_1=a\cos\omega t+b\sin\omega t$. Matching the cosine and sine terms gives

$$\nu a+\omega b=\frac{eE_0}{m}f_0',\qquad \nu b-\omega a=0 .$$

The second condition gives $b=\omega a/\nu$, and the first then gives

$$a=\frac{eE_0}{m}\frac{\nu}{\nu^2+\omega^2}f_0',\qquad
b=\frac{eE_0}{m}\frac{\omega}{\nu^2+\omega^2}f_0'. \tag{2}$$

In the cycle average of $E f_1$ only the part in phase with the field survives, and it contributes $E_0a/2$. The field thus acts on $f_0$ as a diffusion in speed:

$$\left.\frac{\partial f_0}{\partial t}\right|_{E}=\frac1{v^2}\left(v^2D_Ef_0'\right)',\qquad
D_E=\frac{e^2E_0^2}{6m^2}\frac{\nu}{\nu^2+\omega^2}. \tag{3}$$

The factor 6 is the 3 of the angular average times the 2 of the cycle average. For $\nu\ll\omega$ the heating coefficient is proportional to $\nu$.

The energy exchange with the atoms must be found to first order in $m/M$. For an atom of velocity $\mathbf V$, let $\mathbf g=\mathbf v-\mathbf V$ be the relative velocity, $\mathbf V_c=(m\mathbf v+M\mathbf V)/(m+M)$ the centre-of-mass velocity and $\mu=mM/(m+M)$. Because $\mathbf v=\mathbf V_c+M\mathbf g/(m+M)$, and an elastic collision turns $\mathbf g$ into $\mathbf g'$ without changing its length, the electron energy $\varepsilon=mv^2/2$ changes by

$$\Delta\varepsilon=\mu\mathbf V_c\cdot(\mathbf g'-\mathbf g).$$

Averaging over the azimuth around $\mathbf g$ replaces $\mathbf g'$ by $\mathbf g\cos\chi$. The mean energy change per unit time is therefore $a_1=-\mu\langle\nu(g)\,\mathbf V_c\cdot\mathbf g\rangle$, averaged over the atoms. Each component of $\mathbf V$ has variance $kT/M$, so terms quadratic in $\mathbf V$ are of first order in $1/M$. To this order, with $\mathbf n=\mathbf v/v$,

$$\mathbf V_c\cdot\mathbf g\simeq\frac mMv^2+\mathbf V\cdot\mathbf v-V^2,\qquad
\nu(g)\simeq\nu-\nu'\,\mathbf V\cdot\mathbf n .$$

The average of the product is $(m/M)v^2\nu-3\nu kT/M-v\nu'kT/M$, so

$$a_1=\frac mM\left[-mv^2\nu+kT(3\nu+v\nu')\right]. \tag{4}$$

For the mean square change, the leading part of $\Delta\varepsilon$ is $m\mathbf V\cdot(\mathbf g'-\mathbf g)$, with $|\mathbf g'-\mathbf g|^2\simeq2v^2(1-\cos\chi)$. This gives, per unit time,

$$a_2=2m^2v^2\nu\,\frac{kT}{M}. \tag{5}$$

Higher moments are of higher order in $m/M$. Both formulas agree, within 0.03 percent, with a direct average over two-body collisions with anisotropic scattering at $M/m=10^4$.

To turn these moments into $C_0$, take any smooth function $\phi(\varepsilon)$ and set $\psi=d\phi/d\varepsilon=\phi'/(mv)$. Small energy steps change the mean of $\phi$ at the rate

$$\int v^2C_0\phi\,dv=\int v^2f_0\left(a_1\psi+\frac{a_2}{2}\frac{\psi'}{mv}\right)dv .$$

The second term is $(m/M)kT\int\nu v^3f_0\psi'\,dv$. Integration by parts makes it

$$-\frac mMkT\int\psi\left(\nu'v^3f_0+3\nu v^2f_0+\nu v^3f_0'\right)dv .$$

Its first two parts cancel the thermal terms of $a_1$, including the derivative of $\nu$. What remains is

$$-\frac mM\int\psi\,\nu\left(mv^4f_0+kTv^3f_0'\right)dv
=-\frac mM\int\phi'v^2\nu\left(vf_0+\frac{kT}{m}f_0'\right)dv .$$

One more integration by parts moves the derivative off $\phi$, and since $\phi$ is arbitrary,

$$C_0=\frac1{v^2}\left[v^2\frac mM\nu\left(vf_0+\frac{kT}{m}f_0'\right)\right]'. \tag{6}$$

The first term is the recoil loss; the second is the energy returned by the thermal motion of the atoms.

Adding (3) and (6) gives

$$\frac{\partial f_0}{\partial t}=\frac1{v^2}\left[v^2\frac mM\nu\left(vf_0+\frac{\Theta}{m}f_0'\right)\right]',\qquad
\Theta(v)=kT+\frac{Me^2E_0^2}{6m^2(\omega^2+\nu^2)}. \tag{7}$$

The second term of $\Theta$ is $MD_E/\nu$. In steady state the square bracket is constant. Apart from sign and a factor $4\pi$, it is the number of electrons crossing the speed $v$ per unit time; there is no source of electrons at $v=0$, so the constant is zero. As $\nu>0$, it can be divided out:

$$\frac{f_0'}{f_0}=-\frac{mv}{\Theta(v)}. \tag{8}$$

When $\nu\ll\omega$ at all speeds that matter, $\Theta$ no longer depends on speed, and integration gives

$$f_0\propto\exp\left(-\frac{mv^2}{2kT_e}\right),\qquad
kT_e=kT+\frac{Me^2E_0^2}{6m^2\omega^2}. \tag{9}$$

This is the result sought. It is classical and requires $\hbar\omega\ll kT_e$; in the example below the ratio of the two is $5\times10^{-5}$. The same collisions do both the heating and the cooling: at a given speed, the diffusion coefficient due to the field and the drag due to recoil are both proportional to $\nu(v)$. Their ratio fixes the slope of the distribution, so the collision frequency drops out of both the shape and the temperature.

The electrons also approach this state from other starting distributions. The proof below covers those for which its integral is finite at the start; if the final state is the Maxwellian (9), a Maxwellian start must be cooler than $2T_e$. Let $F$ be the solution of (8) with the same number of electrons, and put $f_0=Fh$. Since $F$ makes the flux vanish, the bracket in (7) becomes $v^2(\nu\Theta/M)Fh'$, and

$$\frac{d}{dt}\int v^2\frac{(f_0-F)^2}{F}\,dv
=2\int(h-1)\left(v^2\frac{\nu\Theta}{M}Fh'\right)'dv
=-2\int v^2\frac{\nu\Theta}{M}Fh'^2\,dv .$$

The right side is negative until $h$ is constant, and equal numbers then require $h=1$. If $\nu$ vanished over a range of speeds, $h$ could vary there without decay; this is why $\nu$ must be positive. The rising law used below, $\nu\propto v$, vanishes only at $v=0$ and still relaxes. The argument shows a steady decrease but gives no rate; if $\nu$ falls towards zero at high speed, the far tail relaxes ever more slowly.

The time needed does depend on $\nu$. For constant $\nu$, equation (4) with $kT$ replaced by $\Theta$, which adds the field heating, gives

$$\frac{d\langle\varepsilon\rangle}{dt}=-2\frac mM\nu\left(\langle\varepsilon\rangle-\frac32\Theta\right).$$

The energy relaxes at the rate $2(m/M)\nu$, which is also the slowest nonzero rate found numerically for the operator in (7). Diluting the gas leaves $T_e$ unchanged but lengthens the wait in proportion. Without collisions there is no approach to (9) at all.

The temperature has a simple mechanical reading. A free electron oscillates in the field with velocity amplitude $u=eE_0/(m\omega)$, so

$$k(T_e-T)=\frac{Mu^2}{6},\qquad
\frac32k(T_e-T)=\frac12M\,\frac{u^2}{2}. \tag{10}$$

The mean square of the oscillating velocity is $u^2/2$. The excess mean energy of an electron is thus the kinetic energy an atom would have if it moved with the electron's oscillation velocity. For constant $\nu$ the balance is easily followed. The heating power is $3mD_E=\nu mu^2/2$, and the recoil loss, net of the energy returned by the atoms, is $2(m/M)\nu$ times the excess energy. Equating them gives $Mu^2/4$. The large mass ratio appears because an electron must gain much energy before its weak recoil loss can match the heating.

The assumptions about $f$ can now be checked. From (2) and (8), the amplitude of $f_1$ is $wmvf_0/\Theta$, where $w=eE_0/(m\sqrt{\omega^2+\nu^2})$. Since $Mw^2/6=\Theta-kT\le\Theta$,

$$\frac{|f_1|}{f_0}\le\sqrt{\frac{6m}{M}}\sqrt{\frac{mv^2}{\Theta}} .$$

The anisotropy is small except very far out in the tail, and the neglected second harmonic should correct $f_0$ by a relative amount of order $m/M$. This estimate assumes that collisions damp the second harmonic about as fast as the first, that is, that $\nu_2=Nv\int[1-P_2(\cos\chi)]\,d\sigma$, with $P_2(c)=(3c^2-1)/2$, is comparable with $\nu$. Almost purely backward scattering makes $\nu_2\ll\nu$; the correction is then much larger, and the expansion fails when $\nu_2$ comes near $(m/M)\nu$. The out-of-phase part of $f_1$ also makes $f_0$ oscillate at $2\omega$. By (1) and (2), for $\nu\ll\omega$, the amplitude is $(u^2/12)\,v^{-2}(v^2f_0')'$. For the Maxwellian this is a fraction $(mu^2/12kT_e)\,|mv^2/kT_e-3|$ of $f_0$. As $mu^2\le6(m/M)kT_e$, it too is of order $m/M$ at thermal energies.

The condition $\nu\ll\omega$ needs more care, because $\nu$ may grow with speed. Let $A=k(T_e-T)$ and $s=\nu^2/\omega^2$, so that $\Theta=kT+A/(1+s)$. Let $\delta$ be $\ln f_0$ minus the logarithm of the Maxwellian (9), with both distributions set equal at $v=0$. Equation (8) reads $d\ln f_0/d\varepsilon=-1/\Theta$, hence

$$\frac{d\delta}{d\varepsilon}=\frac1{kT_e}-\frac1\Theta
=\frac{\Theta-kT_e}{kT_e\Theta}
=-\frac{As}{kT_e(kT_e+s\,kT)}. \tag{11}$$

The last step uses $\Theta-kT_e=-As/(1+s)$ and $(1+s)\Theta=kT_e+s\,kT$. Dropping $s\,kT$ from the denominator can only enlarge the magnitude, so

$$-\frac{A}{kT_e}\,\frac{\varepsilon}{kT_e}\max\frac{\nu^2}{\omega^2}\le\delta(\varepsilon)\le0, \tag{12}$$

with the maximum taken over speeds up to $v$. At fixed $E_0/\omega$ the departure falls as $\omega^{-2}$ to leading order. If $\nu$ grows without limit, a far tail always remains where $\nu>\omega$; there $\Theta$ sinks towards $kT$ and $f_0$ drops faster than the Maxwellian. If instead $\nu$ diverges at low speed, (12) is of no use, but (11) still limits the slope of $\delta$ to $A/(kT_e\,kT)$. A range of width $\varepsilon_c$ near zero energy is then harmless if $\varepsilon_c\ll kT\,kT_e/A$, which is a strict demand in a cold gas. It is sufficient, not necessary, because $\delta$ is tied to $v=0$, where few electrons are. With the temperatures of the example below and $\nu\propto v^{-3}$ equal to $\omega$ at the energy $3kT$, $\delta$ at $5kT_e$ is $-0.95$, yet the mean energy is only 0.2 percent below $\frac32kT_e$.

Take round values for a model gas with elastic collisions only: $M/m=50000$, $T=300$ K, $E_0=0.10$ statV/cm and $\omega=1.0\times10^{11}$ s$^{-1}$. The oscillation velocity is

$$u=\frac{(4.803\times10^{-10})(0.10)}{(9.109\times10^{-28})(1.0\times10^{11})}
=5.27\times10^5\ \text{cm/s},$$

and the excess thermal energy is

$$\frac{Mu^2}{6}=\frac{(50000)(9.109\times10^{-28})(5.273\times10^5)^2}{6}
=2.11\times10^{-12}\ \text{erg}.$$

Adding $kT=0.04\times10^{-12}$ erg gives $kT_e=2.15\times10^{-12}$ erg, or 1.34 eV. The electron temperature is about 15600 K in a gas at 300 K, and the mean energy is 2.01 eV. The oscillation itself is slight: $u$ is 0.8 percent of the reference speed $v_r=\sqrt{2kT_e/m}=6.87\times10^7$ cm/s.

Let $\nu(v_r)=\omega/20=5.0\times10^9$ s$^{-1}$, and compare four laws for $\nu(v)/\nu(v_r)$ in terms of $x=v/v_r$:

- constant: $1$
- rising: $x$
- falling: $0.6+0.8/(1+x^2)$
- with a minimum near $x=0.4$: $\dfrac{0.05+(x-0.4)^2}{0.41}\,\dfrac{2}{1+x^2}$

For the constant law the relaxation time is $50000/(2\times5.0\times10^9)=5.0\times10^{-6}$ s. In that time an electron diffuses about 2 cm along each axis, while the vacuum wavelength is 1.9 cm. The example therefore requires a field amplitude that is constant over several centimetres, as in a broad travelling wave but not in a standing one, and walls that are farther away still. The shape is measured by $K=\langle v^4\rangle/\langle v^2\rangle^2$, which is $5/3\simeq1.667$ for a Maxwellian of any temperature. Integrating (8) gives the values below. The last column is for a dense gas, discussed further on.

| law | $\delta$ at $5kT_e$ | lower bound | $K$ | $K$, dense |
|---|---|---|---|---|
| constant | −0.012 | −0.012 | 1.667 | 1.667 |
| rising | −0.031 | −0.061 | 1.663 | 1.375 |
| falling | −0.010 | −0.024 | 1.667 | 2.018 |
| minimum | −0.047 | −0.095 | 1.661 | 1.313 |

The rising law shows where such numbers come from. Here $s=0.0025\,\varepsilon/kT_e$, and $A/kT_e=2.11/2.15=0.98$. With the small term $s\,kT$ dropped, (11) integrates to $-0.98\times0.0025\times5^2/2=-0.031$. The bound is twice as large because it uses the largest $s$ throughout. Even for the law with a minimum, $f_0$ at five times $kT_e$ is less than 5 percent below the Maxwellian, and the mean energy is 0.9 percent below $\frac32kT_e$. For constant $\nu$ the departure is a small change of temperature, not of shape, since $\Theta$ is then independent of speed.

The opposite limit shows what the high frequency achieves. For $\nu\gg\omega$, but still $(m/M)\nu\ll\omega$ so that $f_0$ changes little during a cycle,

$$\Theta\simeq kT+\frac{Me^2E_0^2}{6m^2\nu^2},$$

and the collision frequency no longer cancels: the drag is still proportional to $\nu$, but the diffusion coefficient due to the field is now proportional to $1/\nu$. If $\nu\propto v$ and $kT$ is negligible, $\Theta=B/v^2$ with a constant $B$. Equation (8) becomes $f_0'/f_0=-mv^3/B$, so $f_0\propto\exp(-mv^4/4B)$, the Druyvesteyn distribution. In the dense case of the table $\nu(v_r)=20\,\omega$, and the field is raised by a factor of 20.0 to keep $\Theta(v_r)=kT_e$. The same laws that were almost indistinguishable in the fast field now give values of $K$ from 1.31 to 2.02.

The direction of the change follows from (8). If $\nu$ falls with speed, $\Theta$ rises, and $\ln f_0$ is a convex function of energy. Compared with a Maxwellian of the same number and mean energy, $f_0$ is then larger at low and high energies and smaller between, which raises $\langle v^4\rangle$ and hence $K$. A rising $\nu$ does the reverse.

Equation (8) was also tested by a particle simulation that follows electrons through the oscillating field and through full two-body collisions, without assuming near isotropy or averaging over a cycle. It used $M/m=200$ and a collision frequency rising with relative speed from 0.1 to 1, in units of its largest value. At $\omega=20$ it gave $m\langle v^2\rangle/3=1.002$ against 1.000 from (9), and $K=1.672$. At $\omega=0.2$ it gave $K=1.455$ against 1.451 from (8). Agreement within 4 percent was required, to allow for sampling noise and corrections of order $m/M$. The numerical output below lists these values in full.

The most delicate assumption for a real gas is that collisions are elastic. By (4), an electron much hotter than the gas loses a fraction $2m/M$ of its energy in a time $1/\nu$, which is $4\times10^{-5}$ in the example. One excitation that takes most of the electron's energy therefore costs as much as some 25000 elastic collisions. Even rare excitation of atoms or molecules can dominate the loss, and its rate depends on speed in a way that does not cancel against the heating. At a given $E_0/\omega$, equation (9) then fails however high the frequency. It applies where the electrons, including those in the tail, seldom reach an excitation threshold. The worked example illustrates the elastic model and does not predict the temperature of a particular gas. In a Maxwellian at 1.34 eV about 7 electrons in 10000 have more than 11.5 eV, roughly the lowest excitation energy of argon. In that gas, excitation by such a tail would cost as much energy as the recoil or more. It therefore depletes the tail, and the distribution is no longer the Maxwellian (9). A weaker field, which gives a lower $T_e$, makes the elastic model safer.

## Table of computed values

```
CHECKS OF THE INGREDIENTS
cycle average, integrated / formula: 1.000000
mean energy change, collisions / formula: 0.99985
mean square change, collisions / formula: 1.00026
largest ln f error, relaxed kinetic equation: 6.7e-04
slowest rate, constant nu, in (m/M)nu: 2.0000
WORKED EXAMPLE
electron mass m = 9.1094e-28 g
elementary charge e = 4.8032e-10 statC
mass ratio M/m = 50000
gas temperature T = 300 K
field amplitude E0 = 0.10 statV/cm
angular frequency omega = 1.00e+11 1/s
reference collision frequency = 5.00e+09 1/s
quiver speed u = 5.2728e+05 cm/s
gas kT = 4.1419e-14 erg
excess k(Te-T) = 2.1105e-12 erg
kTe = 2.1520e-12 erg = 1.3431 eV
Te = 15587 K
mean energy 1.5 kTe = 2.0147 eV
atom energy at quiver velocity = 3.1658e-12 erg
reference speed sqrt(2kTe/m) = 6.8736e+07 cm/s
u / reference speed = 0.00767
energy relaxation time, constant nu = 5.00e-06 s
LAWS AT nu_ref/omega = 0.05 (dimensionless)
dev, bound: ln f departure at 5 kTe and its size limit
energy: mean energy/(1.5 kTe); shape: <v^4>/<v^2>^2
dense: shape at nu_ref/omega = 20, field raised
constant  dev -0.01226 bound 0.01226 energy 0.9976 shape 1.6667 dense 1.6667
rising    dev -0.03064 bound 0.06129 energy 0.9940 shape 1.6627 dense 1.3749
falling   dev -0.00994 bound 0.02403 energy 0.9981 shape 1.6671 dense 2.0180
minimum   dev -0.04729 bound 0.09484 energy 0.9910 shape 1.6605 dense 1.3127
Maxwellian shape number: 1.6667
E0 factor in the dense case: 20.025
PARTICLE SIMULATION (m = 1, largest nu = 1)
M/m = 200, gas kT = 0.20
omega = 20.0: m<v^2>/3 = 1.0022, formula kTe = 1.0000
omega = 20.0: shape = 1.6721
omega = 0.2: m<v^2>/3 = 0.8480, formula = 0.8424
omega = 0.2: shape = 1.4546, formula = 1.4511
```
